\section*{Lorenz Number of Nondegenerate Carriers Limited by Acoustic Phonons}

\section*{The problem}

Electrons of charge $-q$ occupy equivalent parabolic valleys of a semiconductor. They are nondegenerate: the occupation of every band state is small and follows the Boltzmann factor. Acoustic phonons scatter them within a valley through the deformation potential $\Xi$. The crystal has mass density $\rho$ and sound speed $u$. The Lorenz number is
\begin{equation}
L=\frac{\kappa_e}{\sigma T},
\end{equation}
where $\sigma$ is the electrical conductivity and $\kappa_e$ is the heat conductivity of the carriers at zero electric current. Heat carried by the lattice is not part of $\kappa_e$. Energies $E$ are measured from the band edge, $x=E/k_BT$, and $\eta$ is the chemical potential from the band edge divided by $k_BT$.

The numerical parts use n-type germanium at 300 K with $10^{16}$ ionized donors per cm$^3$. The material inputs are rough typical values: longitudinal and transverse masses $1.59\,m_e$ and $0.082\,m_e$, four valleys, $\Xi=12$ eV, $\rho=5.32$ g/cm$^3$, $u=5.40$ km/s, and lattice heat conductivity 60 W/(m K). Further inputs are given where they are needed.

\section*{Part (a): the relaxation time}

\textbf{Question.} Find how the momentum relaxation time depends on energy when the phonon energy is small compared with $k_BT$ and with $E$.

\textbf{Answer.} A phonon of wavevector $Q$ has $\omega=uQ$. In a crystal of volume $V$ the squared matrix element is
\begin{equation}
|M|^2=\frac{\Xi^2\hbar Q^2}{2\rho V\omega}\times
\begin{cases}N&\text{absorption}\\ N+1&\text{emission.}\end{cases}
\end{equation}
For $\hbar\omega\ll k_BT$ both factors are close to $k_BT/\hbar\omega$, so each process has
\begin{equation}
|M|^2\simeq\frac{\Xi^2k_BT}{2\rho Vu^2}.
\end{equation}
The factor $Q^2$ has cancelled, and the scattering does not depend on angle. Adding the two processes removes the 2 in the denominator. With elastic final states the golden rule gives
\begin{equation}
\frac1\tau=\frac{2\pi}{\hbar}\frac{\Xi^2k_BT}{\rho u^2}\,g(E),\qquad
g(E)=\frac{m_d^{3/2}\sqrt{2E}}{2\pi^2\hbar^3}.
\label{rate}
\end{equation}
Here $g$ counts states per volume and energy for one spin and one valley, since both are conserved, and $m_d$ is the geometric mean of the three principal masses.

This is also the momentum relaxation rate. The part of the distribution that carries current is odd in wavevector. Its scattering back into a given state is a sum over the energy surface with a constant probability, and an odd function sums to zero there. Hence
\begin{equation}
\tau=\tau_1x^{-1/2},\qquad \tau_1=\tau(E=k_BT).
\end{equation}
Faster carriers have more final states and are scattered sooner.

\section*{Part (b): heat flow at zero current}

\textbf{Question.} Express $L$ through averages over energy, for any $\tau(E)$.

\textbf{Answer.} Let $\mu$ be the electrochemical potential and let $\zeta=\eta k_BT$ be its height above the local band edge. Total energy is conserved along a trajectory, so the field and diffusion terms of the steady Boltzmann equation combine into a derivative of the equilibrium function $f_0$ at fixed total energy:
\begin{equation}
\delta f=-\tau v_x\left(-\frac{\partial f_0}{\partial E}\right)
\left[\frac{d\mu}{dx_s}+\frac{E-\zeta}{T}\frac{dT}{dx_s}\right],
\end{equation}
with $x_s$ the position. Let $G(E)$ count all states, including spin and valleys, and define
\begin{equation}
K_j=\int G\,\tau\,\overline{v_x^2}\,(E-\zeta)^j
\left(-\frac{\partial f_0}{\partial E}\right)dE ,
\end{equation}
where the bar is an average over the energy surface. Each carrier transports charge $-q$ and heat $E-\zeta$, so
\begin{align}
J&=q\left[K_0\mu'+K_1T'/T\right],\\
J_Q&=-\left[K_1\mu'+K_2T'/T\right].
\end{align}
Primes are spatial derivatives. At uniform temperature and density an electric field $F$ gives $\mu'=qF$, because the electron potential energy is $-q$ times the electrostatic potential. Thus $\sigma=q^2K_0$.

Zero current requires $\mu'=-(K_1/K_0)T'/T$. Inserting this in $J_Q=-\kappa_eT'$ gives
\begin{equation}
\kappa_e=\frac1T\left(K_2-\frac{K_1^2}{K_0}\right),
\end{equation}
and therefore
\begin{equation}
L=\frac{1}{q^2T^2}\left[\frac{K_2}{K_0}-\left(\frac{K_1}{K_0}\right)^2\right]
=\left(\frac{k_B}{q}\right)^2\mathrm{Var}(x).
\label{var}
\end{equation}
The variance is taken with the weight $G\tau\overline{v_x^2}(-\partial f_0/\partial E)$. It does not change when all energies are shifted, so $\zeta$ drops out. The zero-current field cancels the heat carried by a net drift; what remains is the exchange of hot carriers for cold ones. For holes the charge and the energy axis both change sign, and (\ref{var}) is unaffected.

The same condition gives the Seebeck coefficient, the ratio of $\mu'/q$ to $T'$:
\begin{equation}
S=-\frac{K_1}{qTK_0}=-\frac{k_B}{q}\left(\langle x\rangle-\eta\right).
\end{equation}

\section*{Part (c): the Lorenz number}

\textbf{Question.} Show that $L=2(k_B/q)^2$ for the scattering of part (a), and that mass anisotropy does not alter this.

\textbf{Answer.} In a parabolic band $G\propto x^{1/2}$ and $\overline{v_x^2}\propto x$. With $\tau\propto x^{-1/2}$ and $-\partial f_0/\partial E\propto e^{-x}$, the weight is
\begin{equation}
x^{1/2}\,x\,x^{-1/2}e^{-x}=x\,e^{-x}.
\end{equation}
Its moments are $M_j=\int_0^\infty x^{1+j}e^{-x}dx=(j+1)!$, that is $M_0=1$, $M_1=2$, $M_2=6$. Hence
\begin{equation}
L=\left(\frac{k_B}{q}\right)^2(6-2^2)=2\left(\frac{k_B}{q}\right)^2 .
\end{equation}
With $k_B/q=86.173\ \mu$V/K this is $1.485\times10^{-8}$ W\,$\Omega$/K$^2$. The deformation potential, sound speed, mass and carrier density enter the weight only as a constant factor, which cancels in the variance.

For an ellipsoidal valley put $k_i=\sqrt{m_i}\,w_i$. Then $E=\hbar^2w^2/2$ is spherical in $w$, and $v_i=\hbar w_i/\sqrt{m_i}$, so
\begin{equation}
\overline{v_i^2}=\frac{\hbar^2w^2}{3m_i}=\frac{2E}{3m_i}.
\end{equation}
The mass changes the size of the weight along each axis but not its shape. Direct integration over wavevectors with the germanium masses gives the coefficient 2.00000 both along and across the valley axis. Summing equivalent valleys preserves the result.

For $\tau\propto E^r$ the weight is $x^{r+3/2}e^{-x}$. If $p=r+5/2>0$, then $M_1/M_0=p$ and $M_2/M_0=p(p+1)$, so the variance is $p$. The coefficient 2 thus belongs to $r=-1/2$; an energy-independent $\tau$ would give $5/2$.

\section*{Part (d): lightly doped germanium}

\textbf{Question.} Find the mobility, $\sigma$ and $\kappa_e$ when acoustic scattering acts alone. Compare $\kappa_e$ with the lattice value, and with the result of forgetting the zero-current condition.

\textbf{Answer.} The masses give $m_d=0.2203\,m_e$. At $E=k_BT=25.85$ meV, equation (\ref{rate}) has $g=3.53\times10^{44}$ J$^{-1}$m$^{-3}$ and gives $\tau_1=0.4812$ ps.

Averaging $\overline{v_x^2}$ over the valleys introduces the conductivity mass, $3/m_c=1/m_l+2/m_t$, so $m_c=0.1199\,m_e$. Since $\sigma=q^2K_0$ is also the density times $q\mu_n$, the mobility is $qK_0$ divided by the density $\int Gf_0\,dE$:
\begin{equation}
\mu_n=\frac{q}{m_c}\frac{\int_0^\infty x^{3/2}\tau e^{-x}dx}{\Gamma(5/2)}
=\frac{4q\tau_1}{3\sqrt\pi\,m_c},
\end{equation}
because the integral is $\tau_1\Gamma(2)=\tau_1$ and $\Gamma(5/2)=3\sqrt\pi/4$. The mean time is $0.7523\times0.4812=0.362$ ps, and $\mu_n=5309$ cm$^2$/Vs. Then
\begin{align}
\sigma&=10^{16}\times1.602\times10^{-19}\times5309=8.51\ \text{S/cm},\\
\kappa_e&=1.485\times10^{-8}\times851\times300
=3.79\times10^{-3}\ \text{W/(m\,K)},
\end{align}
where 851 is $\sigma$ in S/m. The ratio to the lattice value is $6.3\times10^{-5}$. In this sample the lattice carries nearly all the heat.

The effective band density is $N_c=1.038\times10^{19}$ cm$^{-3}$, so $\eta=\ln(10^{16}/N_c)=-6.945$. The Seebeck coefficient is $-86.173\,(2+6.945)=-771\ \mu$V/K. This is the diffusion part only; the phonons are taken to be in equilibrium, so phonon drag is not included. If $\mu'=0$ were imposed instead of $J=0$, the heat conductivity would be $K_2/T$, with coefficient
\begin{equation}
\langle(x-\eta)^2\rangle=2+(2-\eta)^2=82.0 .
\end{equation}
That is 41 times too large: 0.155 W/(m K). The excess is heat carried by a net current.

A solution that obtains $\delta f$ from finite differences of the distribution in $\mu$ and $T$, and then balances the current numerically, also gives $L=1.4852\times10^{-8}$ W\,$\Omega$/K$^2$.

\section*{Part (e): the onset of degeneracy}

\textbf{Question.} Find the first correction in $z=e^\eta$, and the limit of strong degeneracy, with $\tau\propto E^{-1/2}$ retained.

\textbf{Answer.} The weight becomes $x(-df_0/dx)$. Integration by parts and $f_0\simeq ze^{-x}-z^2e^{-2x}$ give
\begin{equation}
A_j=(j+1)\int_0^\infty x^jf_0\,dx
=(j+1)!\left(z-\frac{z^2}{2^{j+1}}\right).
\end{equation}
To first order, $A_1/A_0=2(1+z/4)$ and $A_2/A_0=6(1+3z/8)$. The variance is
\begin{equation}
6+\frac{9z}{4}-4-2z=2+\frac z4 .
\end{equation}
For the sample, $z=9.6\times10^{-4}$ and the coefficient is 2.0002. At $10^{19}$ cm$^{-3}$ the expansion is no longer suitable; the full Fermi integrals give $\eta=0.299$ and 2.21, if degeneracy is the only thing changed. Impurity scattering would also matter at that doping.

For $\eta\gg1$ the factor $x$ hardly varies across the thermal shell at the chemical potential. The variance then tends to that of $-df_0/dx$ itself, $\pi^2/3=3.290$, the metallic value.

\section*{Part (f): minority holes on a hot chip}

\textbf{Question.} Include holes, also limited by acoustic phonons, in local equilibrium with the electrons. Evaluate $L$ at 300 K and 400 K for fixed doping. Take a hole density-of-states mass of $0.34\,m_e$, a hole-to-electron mobility ratio of 0.50, and gaps of 0.660 eV and 0.623 eV.

\textbf{Answer.} The integrals $K_j$ of the two bands add, so (\ref{var}) still holds with a weight spread over both. Relative to $\mu$, in units of $k_BT$, electrons have mean energy $2-\eta_n$ and holes sit at $-(2-\eta_p)$. The distances to the band edges satisfy $\eta_n+\eta_p=-E_g/k_BT$, so the means are separated by $4+E_g/k_BT$. If holes supply a fraction $s$ of $\sigma$, the variance of the mixture is
\begin{equation}
\frac{L}{(k_B/q)^2}=2+s(1-s)\left(4+\frac{E_g}{k_BT}\right)^2 .
\end{equation}
The first term is the variance within each band. The second is heat carried by electron-hole pairs, which move together without net charge. Each pair transports the gap energy plus, on average, $4k_BT$ of band energy, and releases it on recombining.

At 300 K the hole density is $4.2\times10^{10}$ cm$^{-3}$ and $s=2.11\times10^{-6}$. The added term is $2.11\times10^{-6}\times(29.5)^2=0.0018$.

At 400 K the hole density is $1.70\times10^{14}$ cm$^{-3}$ and $s=8.30\times10^{-3}$. The added term is $8.30\times10^{-3}\times0.992\times(22.1)^2\simeq4.0$, and the coefficient is 6.0. Holes carry under one per cent of the current response, yet they triple the Lorenz number. For this doping the single-carrier result is safe at 300 K and fails at 400 K. The value 6.0 is sensitive to the rough inputs: lowering or raising the gap by 10 meV gives 7.1 or 5.1, and a mobility ratio of 0.4 gives 5.2.

\section*{Part (g): other neglected effects at 300 K}

\textbf{Question.} Estimate the effects of finite acoustic phonon energy, nonparabolicity, optical phonons and ionized impurities.

\textbf{Answer.} Let a small effect multiply the weight $xe^{-x}$ by $1-\delta(x)$. The shift of the mean enters the variance in second order, so to first order
\begin{equation}
\Delta\mathrm{Var}=-\left\langle\delta\,[(x-2)^2-2]\right\rangle .
\label{shift}
\end{equation}
A constant $\delta$ has no effect. For $\delta=x$ the average is $24-24+4=4$; for $\delta=1/x$ it is $2-4+2=0$.

\emph{Acoustic phonon energy.} Take a spherical mass $m_d$ and write $Q=ky$, $b=m_du/\hbar k$, $a=\hbar uk/k_BT$. Energy conservation gives fractional momentum losses $y(y/2\mp b)$ for absorption (upper sign) and emission, with $0<y<2(1\pm b)$. After the angular integral, the rate is proportional to the sum over both processes of
\begin{equation}
\int y^3\left(\frac y2\mp b\right)\left(\frac1{ay}\mp\frac12+\frac{ay}{12}\right)dy ,
\end{equation}
where the last bracket is the expanded phonon factor. To second order in small quantities its three terms contribute $(4+8b^2)/a$, $-12b$ and $8a/9$. Divided by the elastic value $4/a$, the relative change of the rate is
\begin{equation}
\delta=2b^2-3ab+\frac{2a^2}{9}
=\beta\left(\frac1x-3+\frac{4x}{9}\right),\quad \beta=\frac{m_du^2}{k_BT}.
\end{equation}
At $x=2$ the largest phonon energy is, to leading order, $2\hbar uk=3.89$ meV, which equals $4\sqrt\beta\,k_BT$; hence $\beta=1.4\times10^{-3}$. The formula gives $\delta=-0.23\%$ at $x=2$. The full phonon sum, evaluated at $x=0.5$, 1, 2 and 4, departs from the elastic rate by at most 0.227\%. Equation (\ref{shift}) then gives $\Delta\mathrm{Var}=-16\beta/9=-0.0025$. This treats the loss rate as a relaxation rate and omits the redistribution in energy, which is also of first order in $\beta$. Solving the linearized Boltzmann equation with the inelastic collision term kept gives a shift of about $-0.445\beta=-0.0006$, a quarter of this estimate. These figures belong to the spherical mass. In the real ellipsoidal valley the largest phonon along the axis at $x=2$ is 10.4 meV, and for carriers moving along the axis the rate departs from the elastic value by up to about 1.2\%; the shift of $L$ is evaluated here only for the spherical case.

\emph{Nonparabolicity.} Let $\gamma=E(1+\alpha E)=\hbar^2k^2/2m$ with $\alpha=0.30$ eV$^{-1}$, and keep the matrix element unchanged. Then $G\tau$ is constant and $v^2\propto\gamma/(1+2\alpha E)^2$. To first order $\delta=3\alpha k_BT\,x$, so $\Delta\mathrm{Var}=-12\alpha k_BT=-0.093$. The full integral gives the coefficient 1.916.

\emph{Optical phonons.} For energy $\hbar\omega_0=37$ meV, occupation $N_0$ and coupling $D=5.5\times10^8$ eV/cm, the added rate is
\begin{equation}
\frac{2\pi}{\hbar}\frac{\hbar D^2}{2\rho\omega_0}
\left[N_0g(E+\hbar\omega_0)+(N_0+1)g(E-\hbar\omega_0)\right],
\end{equation}
with $g=0$ at negative energy. The coefficient becomes 1.934 and the mobility 4709 cm$^2$/Vs.

\emph{Impurities.} For donor density $N_d$, permittivity $\epsilon=16\,\epsilon_0$ ($\epsilon_0$ is the vacuum value) and screening length $\lambda=47.8$ nm, the Born rate is
\begin{equation}
\frac{2\pi N_d}{\hbar}\frac{g(E)}2\int_0^2
\left[\frac{q^2}{\epsilon(2k^2t+\lambda^{-2})}\right]^2t\,dt,
\quad t=1-\cos\theta ,
\end{equation}
with spherical mass $m_d$. Added to the acoustic rate alone, it gives 1.979 and 4769 cm$^2$/Vs. With optical phonons and impurities together the values are 1.922 and 4249 cm$^2$/Vs. The spherical mass limits the accuracy of these figures: with separate impurity rates along and across the valley axis they become about 1.986 and 4570 cm$^2$/Vs, and 1.930 and 4070 cm$^2$/Vs.

Adding the shifts from phonon energy, nonparabolicity and the combined scattering suggests a coefficient near 1.84, about 8\% below 2. A single integral with nonparabolicity, optical phonons and impurities included together gives 1.84, or 1.85 with axis-resolved impurity rates, so cross terms are small.

\emph{Comparison with real germanium.} The electron mobility of pure germanium at room temperature is roughly 4000 cm$^2$/Vs, so the acoustic-only value of 5309 is about a third too high. The acoustic mobility scales as $\Xi^{-2}$, and the single rough $\Xi$ stands in for the longitudinal and transverse couplings of the real valley; $\Xi=14$ eV alone would give about 3900, so the gap does not single out one missing mechanism. Real crystals also scatter electrons between valleys, which is not included here. Collisions between electrons are left out too; they redistribute energy among the carriers and so can also change $L$. The doping is light compared with transistor contacts. For this sample at 300 K, an error of about 8\% in $L$ is immaterial to the heat budget, since $\kappa_e$ is so far below the lattice value. Of the assumptions examined here, the single carrier type has the largest effect at 400 K: including holes moves the coefficient from 2 to about 6, while optical phonons, impurities and nonparabolicity together give 1.84 at that temperature. Even so $\kappa_e$ is only about 0.01 W/(m K), far below the lattice value. The two-band value requires electrons and holes to stay in local equilibrium, which can fail in a device region shorter than the carrier diffusion length.

\section*{Numbers as computed}
\begin{verbatim}
kB/q = 86.173 uV/K
L = 2 (kB/q)^2 = 1.4852e-08 W Ohm/K^2
L from finite differences = 1.4852e-08 W Ohm/K^2
Moments M0, M1, M2 = 1.0000, 2.0000, 6.0000 (no unit)
Metal limit pi^2/3 = 3.2899 (no unit)
Temperature = 300 K
Donor density = 1.0e+16 cm^-3
Longitudinal, transverse mass = 1.59, 0.082 electron masses
DOS, conductivity mass = 0.2203, 0.1199 electron masses
Acoustic deformation potential = 12.0 eV
Mass density = 5.32 g/cm^3
Sound speed = 5.40 km/s
Acoustic tau at E = kB T = 0.4812 ps
Acoustic-limited mobility = 5309 cm^2/Vs
Conductivity = 8.506 S/cm
Electronic heat conductivity = 3.7901e-03 W/(m K)
Same without zero-current condition = 1.5542e-01 W/(m K)
Lattice heat conductivity, rough = 60 W/(m K)
Electronic/lattice ratio = 6.32e-05 (no unit)
Seebeck coefficient = -770.8 uV/K
Band density Nc = 1.038e+19 cm^-3
eta at 1e16 cm^-3 = -6.945 (no unit)
Coefficient with degeneracy, 1e16 cm^-3 = 2.00024 (no unit)
eta at 1e19 cm^-3 = 0.299 (no unit)
Coefficient with degeneracy, 1e19 cm^-3 = 2.2113 (no unit)
Largest error of elastic rate, tested = 0.227 %
Largest acoustic phonon at E = 2 kB T = 3.89 meV
Thermal energy kB T = 25.85 meV
Coefficient, phonon energy kept = nan (no unit)
Optical phonon energy = 37.0 meV
Optical coupling = 5.50e+08 eV/cm
Coefficient, optical added = 1.9345 (no unit)
Mobility, optical added = 4709 cm^2/Vs
Relative permittivity = 16.0 (no unit)
Screening length = 47.8 nm
Coefficient, impurities added = 1.9789 (no unit)
Mobility, impurities added = 4769 cm^2/Vs
Coefficient, both added = 1.9223 (no unit)
Mobility, both added = 4249 cm^2/Vs
Nonparabolicity = 0.30 1/eV
Coefficient, nonparabolic band = 1.9165 (no unit)
Coefficient along, across valley axis = 2.00000, 2.00000 (no unit)
Hole DOS mass = 0.34 electron masses
Hole/electron mobility ratio = 0.50 (no unit)
Gap at 300 K = 0.660 eV
Hole density at 300 K = 4.221e+10 cm^-3
Hole share of conductivity at 300 K = 2.111e-06 (no unit)
Coefficient with holes at 300 K = 2.0018 (no unit)
Gap at 400 K = 0.623 eV
Hole density at 400 K = 1.702e+14 cm^-3
Hole share of conductivity at 400 K = 8.298e-03 (no unit)
Coefficient with holes at 400 K = 6.0099 (no unit)
\end{verbatim}
